# Why equal phonon factors make zero-field electrons heat without limit

Twenty thousand simulated electrons start in equilibrium with a lattice at 300 K, with a mean kinetic energy of 0.039 eV. No electric field acts on them. They do nothing but absorb and emit phonons of 0.060 eV, and after 100 ps their mean energy is 0.79 eV. A Maxwellian gas would need a temperature of about 6100 K to hold that much. The rates differ from the correct ones in one place: emission carries the phonon factor $N$, the same as absorption, where it should carry $N+1$.

With the correct factors, electrons that start hot, at 0.339 eV, cool to 0.039 eV. At 300 K, $N=0.109$. The missing 1 is therefore most of the emission rate, but its size is not the root of the trouble. Using $N+1$ in both places also gives runaway, and it is faster.

## The model and its two rates

The electrons are nondegenerate, so final states are taken as empty. They occupy a parabolic band without an upper edge, with energy $E$ measured from the bottom. The lattice stays at temperature $T$. All phonons have one energy $\hbar\omega$, and the coupling is a constant $D$ times the lattice displacement, so all directions of the final wavevector are equally likely for a spherical band.

In a crystal of volume $V$ and mass density $\rho$, one phonon mode contributes a displacement of amplitude $\sqrt{\hbar/(2\rho V\omega)}$ times $a$ or $a^\dagger$. The operator $a$ removes a phonon and $a^\dagger$ adds one:

$$|\langle n-1|a|n\rangle|^2=n,\qquad |\langle n+1|a^\dagger|n\rangle|^2=n+1 .$$

The thermal average of $n$ is $N=1/(e^{\hbar\omega/kT}-1)$. Absorption therefore carries $N$ and emission $N+1$. The extra 1 is spontaneous emission, which occurs even when no phonon is present. Since $N+1=e^{\hbar\omega/kT}/(e^{\hbar\omega/kT}-1)$,

$$\frac{N}{N+1}=e^{-\hbar\omega/kT}. \tag{1}$$

For the example both sides equal 0.098.

The golden rule also needs the density of final states. Let the valley be an ellipsoid with masses $m_l,m_t,m_t$. States below energy $E$ fill an ellipsoid in wavevector space with semi-axes $\sqrt{2m_iE}/\hbar$. For one spin, which the scattering conserves, their number per volume is

$$\frac{1}{8\pi^3}\,\frac{4\pi}{3}\,\frac{(2E)^{3/2}\sqrt{m_lm_t^2}}{\hbar^3}
=\frac{(2mE)^{3/2}}{6\pi^2\hbar^3},\qquad m=(m_lm_t^2)^{1/3}.$$

Its derivative is $g(E)=(2m)^{3/2}\sqrt E/(4\pi^2\hbar^3)$. The rate into one final valley at energy $E'$, for a phonon factor $F$, is

$$W=\frac{2\pi}{\hbar}\,\frac{\hbar D^2F}{2\rho V\omega}\,Vg(E')=AF\sqrt{E'},\qquad
A=\frac{D^2m^{3/2}}{\sqrt2\,\pi\rho\omega\hbar^3}. \tag{2}$$

The correct rates are thus $AN\sqrt{E+\hbar\omega}$ for absorption and $A(N+1)\sqrt{E-\hbar\omega}$ for emission. Emission is absent below $\hbar\omega$, where no final state exists.

The example uses $D=8\times10^8$ eV/cm, $\rho=2330$ kg/m³, and masses 0.92 and 0.19 in units of the electron mass, which give $m=0.321$. Equation (2) then yields $A=9.42$ ps$^{-1}$ eV$^{-1/2}$. An explicit sum over the states of a box 100 nm wide, with the anisotropic masses kept, gives 9.43.

## Where the lattice temperature enters

Let $f(E)$ be the occupation per state, up to normalization, so that the number of electrons per energy interval is proportional to $\sqrt E f(E)$. Give absorption a factor $F_a$ and emission a factor $F_e$. Between $E$ and $E+\hbar\omega$ the traffic is

$$\text{up: } AF_a\sqrt{E+\hbar\omega}\,\sqrt E\,f(E),\qquad
\text{down: } AF_e\sqrt E\,\sqrt{E+\hbar\omega}\,f(E+\hbar\omega).$$

Phonon jumps connect energies on a ladder with spacing $\hbar\omega$. In a steady state the lowest rung can exchange electrons only with the second, so the traffic on that link must balance. The second rung then has only its link to the third left to balance, and so on upward. Every link balances separately. The densities of states cancel, leaving

$$\frac{f(E+\hbar\omega)}{f(E)}=\frac{F_a}{F_e}. \tag{3}$$

With the correct factors, equation (1) turns this into $e^{-\hbar\omega/kT}$, the Maxwell–Boltzmann ratio. The electrons learn the lattice temperature through this ratio and through nothing else in the model.

With equal factors $F_a=F_e=M$, the ratio is 1. The steady state would have the same occupation on every rung of a ladder, which is the limit of infinite temperature. In an unbounded band it cannot be normalized, because the sum of $\sqrt E$ over the rungs diverges. There is no steady state to settle into.

The number $N$ still depends on $T$, but as a common factor it multiplies every rate alike. It sets how fast events happen and leaves their balance unchanged. This is why $N$, $N+1$ and their average all fail in the same way.

Equation (3) also limits what correct rates can do. A single phonon energy never changes the remainder of $E$ after division by $\hbar\omega$. Each ladder becomes Maxwellian internally but keeps its initial share of electrons. A ladder starting at 0.005 eV has an equilibrium mean of 0.025 eV, and one starting at 0.030 eV has 0.041 eV. A full Maxwellian, with mean $\tfrac32kT=0.0388$ eV, requires thermal shares or another process that mixes the ladders. The hot initial sample was therefore made by lifting a thermal sample by five whole quanta, which leaves the shares thermal. Its mean fell from 0.339 eV to 0.134 eV after 1 ps, 0.0402 eV after 5 ps, and $0.0391\pm0.0002$ eV after 50 ps.

## Why the energy goes up

The absence of a steady state does not yet say what the mean energy does. For that, consider the mean power received by an electron at energy $E$. Each absorption adds $\hbar\omega$ and each emission removes it, so equal factors give

$$P(E)=\hbar\omega AM\left[\sqrt{E+\hbar\omega}-\sqrt{E-\hbar\omega}\right], \tag{4}$$

with the second root replaced by zero for $E<\hbar\omega$. This is positive at every energy. The matrix elements up and down are now equal, but there are more states above the electron than below it, so upward jumps win.

For $E\ge\hbar\omega$, multiplying and dividing by the sum of the roots gives

$$\sqrt{E+\hbar\omega}-\sqrt{E-\hbar\omega}=\frac{2\hbar\omega}{\sqrt{E+\hbar\omega}+\sqrt{E-\hbar\omega}}, \tag{5}$$

and for $E\gg\hbar\omega$ the power becomes $P\approx AM(\hbar\omega)^2/\sqrt E$.

The correct rates contain the same term with $M=N$, plus the spontaneous loss:

$$P_{\rm correct}(E)=P(E)\big|_{M=N}-\hbar\omega A\sqrt{E-\hbar\omega}.$$

At 1 eV the first term is $9.415\times0.1089\times0.060^2=0.0037$ eV/ps. The second is $0.060\times9.415\times\sqrt{0.94}=0.548$ eV/ps. Their difference is a loss of 0.544 eV/ps. Following the populations for 0.01 ps gives an average loss of 0.543 eV/ps, slightly less because the electron is already losing energy during that interval. Without spontaneous emission, a strong loss becomes a weak gain.

It might seem that the 1 could be dropped when $kT\gg\hbar\omega$, since then $N\approx kT/\hbar\omega$ is large. For typical energies $E\sim kT$, the correct power becomes, to leading order,

$$P_{\rm correct}\approx A\hbar\omega\left(\frac{kT}{\sqrt E}-\sqrt E\right).$$

The two terms are of the same size: the large number $N$ multiplies only the small difference between the two roots. Averaged over a Maxwellian, with weight $\sqrt E\,e^{-E/kT}$, the bracket gives

$$\int_0^\infty(kT-E)e^{-E/kT}\,dE=(kT)^2-(kT)^2=0 .$$

Spontaneous emission is what balances the heating, even when it is a small fraction of all emission events.

## A proof that the heating has no ceiling

The power in equation (4) falls with energy at high $E$, so one might ask whether the rise could level off. It cannot. For $E\ge\hbar\omega$, the denominator in equation (5) is at most $2\sqrt{E+\hbar\omega}$. For $E<\hbar\omega$, the bracket in equation (4) is $\sqrt{E+\hbar\omega}=(E+\hbar\omega)/\sqrt{E+\hbar\omega}$, whose numerator is at least $\hbar\omega$. In both ranges

$$P(E)\ge\frac{K}{\sqrt{E+\hbar\omega}},\qquad K=AM(\hbar\omega)^2 .$$

The function $x^{-1/2}$ is convex, since its second derivative $\tfrac34x^{-5/2}$ is positive. The average of a convex function is at least the function of the average. With $\bar E$ the mean energy,

$$\frac{d\bar E}{dt}\ge\frac{K}{\sqrt{\bar E+\hbar\omega}} .$$

Multiplication by $\tfrac32\sqrt{\bar E+\hbar\omega}$ makes the left side the derivative of $(\bar E+\hbar\omega)^{3/2}$. Integration from the initial mean $\bar E_0$ gives

$$(\bar E+\hbar\omega)^{3/2}\ge(\bar E_0+\hbar\omega)^{3/2}+\tfrac32Kt . \tag{6}$$

The right side grows without limit, and so must $\bar E$. This holds for any initial distribution with a finite mean energy.

For the example with $N$ used twice, $K=0.00369$ eV$^{3/2}$/ps. After 100 ps the right side is $0.031+0.554=0.585$ eV$^{3/2}$, so $\bar E$ must be at least 0.64 eV. The simulated mean is $0.793\pm0.004$ eV, and direct integration of the rate equations gives 0.797 eV.

## The late-time distribution

Once most electrons have $E\gg\hbar\omega$, each jump is small compared with $E$, and the motion in energy becomes diffusion. The net upward current through energy $E$ comes from links that start within $\hbar\omega$ below it:

$$J(E)=AM\int_{E-\hbar\omega}^{E}\sqrt{E'(E'+\hbar\omega)}\,\big[f(E')-f(E'+\hbar\omega)\big]\,dE' .$$

The ladders keep their initial shares, so the occupation can differ from one ladder to the next at any time. From here on, let $f$ stand for the occupation averaged over an interval $\hbar\omega$, which contains each ladder once. This average varies slowly with energy at late times. The root is nearly $E$, the averaged bracket is nearly $-\hbar\omega\,\partial f/\partial E$, and the interval has length $\hbar\omega$. Hence $J=-KE\,\partial f/\partial E$. Conservation of electrons, $\sqrt E\,\partial f/\partial t=-\partial J/\partial E$, gives

$$\sqrt E\,\frac{\partial f}{\partial t}=K\frac{\partial}{\partial E}\left(E\frac{\partial f}{\partial E}\right). \tag{7}$$

The variable $u=E^{3/2}$ simplifies this. Since $\partial/\partial E=\tfrac32\sqrt E\,\partial/\partial u$, the inner term is $E\,\partial f/\partial E=\tfrac32u\,\partial f/\partial u$. The outer derivative supplies another $\tfrac32\sqrt E$, and the factor $\sqrt E$ cancels. With $s=\tfrac94Kt$,

$$\frac{\partial f}{\partial s}=\frac{\partial}{\partial u}\left(u\frac{\partial f}{\partial u}\right). \tag{8}$$

Because $\sqrt E\,dE=\tfrac23du$, the probability per interval of $u$ is proportional to $f$. Normalize $f$ so that it equals this probability density. Multiply equation (8) by $u^k$ and integrate by parts twice. For a distribution that is regular at $u=0$ and decays fast at large $u$, the boundary terms vanish, and

$$\frac{d\langle u^k\rangle}{ds}=-k\int_0^\infty u^k\frac{\partial f}{\partial u}\,du=k^2\langle u^{k-1}\rangle .$$

For $k=1$, $\langle u\rangle$ grows as $s$. Inserting this for $k=2$ gives $\langle u^2\rangle\to2s^2$. In general, $\langle u^k\rangle\to k!\,s^k$, because integrating $k^2(k-1)!\,s^{k-1}$ gives $k!\,s^k$. These are the moments of an exponential distribution:

$$f=\frac1s\,e^{-u/s}=\frac1s\,e^{-E^{3/2}/s}. \tag{9}$$

Direct substitution confirms it: both sides of equation (8) equal $(-1/s^2+u/s^3)e^{-u/s}$. The averaged occupation forgets the initial condition, apart from corrections that become small relative to $s$. The shares of the separate ladders stay fixed, but the average does not show them. The mean energy is

$$\bar E=\frac1s\int_0^\infty u^{2/3}e^{-u/s}\,du=\Gamma(5/3)\,s^{2/3},\qquad\Gamma(5/3)=0.903, \tag{10}$$

so it rises as $t^{2/3}$.

Equation (9) shows how the electrons approach a steady state that does not exist. At energies well below $s^{2/3}$ the occupation is nearly flat, as equation (3) demands. This flat region spreads upward while its height falls as $1/s$. The distribution is not a hot Maxwellian, since its exponent contains $E^{3/2}$ instead of $E$. The 6100 K quoted above is only a measure of mean energy.

At 100 ps, $s=0.830$ eV$^{3/2}$, and equation (10) gives 0.80 eV, in agreement with the simulation. The shape can be compared too. Equation (9) puts a fraction $e^{-1.1^{3/2}/0.830}=0.249$ of the electrons above 1.1 eV, and the simulation has 0.248 there. On a longer ladder run to much later times, $\langle u^2\rangle/\langle u\rangle^2$ is 2.001, against 2 for an exponential.

Using $N+1$ twice replaces $K$ by a value 10.2 times larger and changes nothing else. Ten picoseconds then do the work of 102 ps, and the simulated mean at 10 ps is $0.805\pm0.004$ eV. Here the error is a spurious spontaneous absorption: electrons take quanta that a cold lattice could not supply.

## What can stop the runaway

A band with an upper edge has a finite number of states, so the flat occupation can be normalized. If $E_{\max}\gg\hbar\omega$, sums over the rungs of any ladder are close to integrals, and whatever the shares of the ladders, the mean energy tends to nearly

$$\frac{\int_0^{E_{\max}}E^{3/2}\,dE}{\int_0^{E_{\max}}E^{1/2}\,dE}=\tfrac35E_{\max}.$$

For a parabolic band cut at 3 eV this is 1.8 eV, as the rate equations also give. The electrons settle, but at infinite temperature.

A second inelastic process with correct factors can also stop the rise. Take acoustic phonons with sound speed $v$ and deformation potential $\Xi$. Their squared matrix element for spontaneous emission is $\Xi^2\hbar q/(2\rho Vv)$, and each carries energy $\hbar vq$. For a spherical band and nearly elastic collisions, $q^2=2k^2(1-\cos\theta)$ averages to $2k^2$ over directions. With $g=mk/(2\pi^2\hbar^2)$, the spontaneous loss is

$$\frac{2\pi}{\hbar}\,\frac{\Xi^2\hbar^2}{2\rho}\,2k^2g=\frac{\Xi^2mk^3}{\pi\rho\hbar}\equiv BE^{3/2}.$$

Absorption and stimulated emission add diffusion in energy. Its coefficient is half the mean squared energy change per time. For $\hbar vq\ll kT$, the two phonon factors sum to $2N_q+1\approx2kT/(\hbar vq)$, so the coefficient is $kT$ times the spontaneous loss, $kTBE^{3/2}$. The acoustic current must vanish for a Maxwellian, which fixes it as

$$J_{\rm ac}=-BE^2\left(kT\frac{\partial f}{\partial E}+f\right).$$

The rate of change of the total energy is $\int J_{\rm ac}\,dE$. Integrating the first term by parts gives $\int(2kTBE-BE^2)f\,dE$. Division by the weight $\sqrt E f$ shows that an electron at $E$ loses a net power $B(E^{3/2}-2kT\sqrt E)$. The sound speed has cancelled from $B$. With $\Xi=9$ eV, $B=0.121$ ps$^{-1}$ eV$^{-1/2}$. At 0.3 eV the formula gives 0.0164 eV/ps, while an integration over $q$ with the full phonon energies, for $v=9000$ m/s, gives 0.0163 eV/ps.

At 1 eV this acoustic loss is 0.114 eV/ps, about 30 times the false optical heating. There $\hbar vq$ reaches about $1.3\,kT$, so the condition $\hbar vq\ll kT$ is not met, but an integration with the full phonon energies still gives 0.114 eV/ps. Setting the sum of the optical and acoustic currents to zero, in the diffusion limit, gives

$$\frac1f\frac{\partial f}{\partial E}=-\frac1{kT}\,\frac{E}{E+E_c},\qquad E_c=\frac{K}{BkT}. \tag{11}$$

At high energy the slope returns to $-1/kT$, so $f$ can be normalized and a steady state exists. Here $E_c=1.2$ eV. With the full optical jumps of 0.060 eV retained, the steady mean is 0.20 eV, about five times the correct value. In this model, inelastic acoustic scattering with correct factors thus rules out unlimited heating. Elastic collisions change directions but not energies, so they leave equation (6) intact.

## Beside silicon

The parameters are rough values for conduction electrons in silicon near room temperature, with several intervalley phonons merged into one and a single final valley counted. A customary set of six intervalley phonons, with all final valleys included, makes $K$ about 2.5 times larger. The false heating would then be faster, and the steady mean with acoustic phonons would be about 0.3 eV instead of 0.20 eV. Real electrons emit with $N+1$; the runaway belongs to the faulty simulation and is not a property of the material. Of the omissions sized here, inelastic acoustic scattering is the one that stops the runaway: it replaces 0.79 eV and rising by a steady 0.20 eV. That value treats the band as spherical in the acoustic rate. For the ellipsoidal valley the average of $q^2$ involves $(m_l+2m_t)/3=0.433$ instead of 0.321, which makes $B$ about 1.35 times larger. The steady means then fall from 0.20 to about 0.18 eV for one phonon, and from about 0.31 to 0.27 eV for the six. The parabolic band is also poor at these energies. A nonparabolicity of 0.5 eV$^{-1}$, with the coupling held constant and both runs started at 0.030 eV, raises the mean at 20 ps from 0.27 to 0.37 eV. The effect grows with time: without acoustic scattering, and from a thermal start, the mean at 100 ps becomes about 2.3 eV instead of 0.80 eV, beyond the range where either band shape is realistic. By 100 ps a quarter of the parabolic-band electrons lie above a rough gap of 1.1 eV, where impact ionization, which is left out, could become possible. Degeneracy is unimportant initially: at $10^{16}$ cm$^{-3}$ and 300 K the occupation at the band bottom is about $4\times10^{-4}$. A lattice at 400 K speeds up the heating with $N$ used twice by a factor of 1.95, with all else fixed.

These numbers suggest a zero-field check for a transport simulation with a nondegenerate parabolic band and a lattice at fixed temperature. Electrons started from a Maxwellian at the lattice temperature should keep the mean energy $\tfrac32kT$ within statistical error. A mean that merely stops rising is not sufficient evidence of correct rates, since correct acoustic scattering can hold a faulty optical rate at 0.20 eV. The numerical output gives the remaining intermediate values.

## Computed values

```
lattice temperature 300 K, kT = 0.02585 eV
phonon energy = 0.060 eV
optical coupling = 8.0e+08 eV/cm
mass density = 2330 kg/m3
masses: long 0.92, trans 0.19, DOS 0.3214 m_e
Bose number N = 0.1089, N+1 = 1.1089
N/(N+1) = 0.0982, exp(-hw/kT) = 0.0982
rate constant A = 9.415 1/(ps sqrt(eV))
same constant from box states = 9.432 1/(ps sqrt(eV))
power at 1.00 eV, N twice = +0.00369 eV/ps
power at 1.00 eV, correct = -0.5432 eV/ps
thermal mean 1.5 kT = 0.03878 eV
Monte Carlo electrons per run = 20000
correct run: initial mean = 0.3390 eV
correct, 1 ps: mean = 0.13449 +- 0.00057 eV
correct, 5 ps: mean = 0.04016 +- 0.00023 eV
correct, 50 ps: mean = 0.03905 +- 0.00022 eV
wrong runs: initial mean = 0.03882 eV
N twice, 10 ps: MC 0.1747 +- 0.0009, master 0.1737, bound 0.1354 eV
N twice, 20 ps: MC 0.2726 +- 0.0014, master 0.2730, bound 0.2119 eV
N twice, 50 ps: MC 0.4997 +- 0.0024, master 0.5017, bound 0.3959 eV
N twice, 100 ps: MC 0.7928 +- 0.0038, master 0.7965, bound 0.6391 eV
N+1 twice, 10 ps: MC 0.8053 +- 0.0038, master 0.8063 eV
clock ratio (N+1)/N = 10.185
s at 100 ps, N twice = 0.8303 eV^1.5
late-time law at 100 ps = 0.7975 eV
2/3 kB equivalent of MC mean at 100 ps = 6133 K
scaled slope of mean E^1.5 = 2.2492 (law 2.25)
<u^2>/<u>^2 = 2.0012 (exponential law 2)
scaled late mean / law = 0.9989
capped band 3.0 eV, N twice: mean = 1.7994 eV
correct ladder, offset 0.005 eV: mean = 0.02505 eV
correct ladder, offset 0.030 eV: mean = 0.04115 eV
acoustic potential = 9.0 eV, sound = 9000 m/s
acoustic constant B = 0.1206 1/(ps sqrt(eV))
acoustic cooling at 0.3 eV: quadrature 0.01628, formula 0.01641 eV/ps
N twice + correct acoustic: steady mean = 0.2043 eV
nonparabolicity = 0.5 1/eV; start at 0.030 eV
20 ps, N twice: parabolic 0.2681, nonparabolic 0.3729 eV
fraction above rough gap 1.1 eV at 100 ps: MC 0.2481, law 0.2492
band-bottom occupation at 1e+16 cm^-3, 300 K = 3.64e-04
N at 400 K = 0.2127, heating clock x 1.954
```
